\section*{Curvature gaps in zigzag nanotubes and their absence in armchair tubes}

A carbon nanotube used as a transistor channel must have a band gap if the gate is to stop the current. Joining a flat graphene strip into a cylinder, with all nearest-neighbour hoppings kept equal, predicts that a zigzag tube $(n,0)$ has no gap when $n=3q$, with $q$ an integer. A real cylinder is curved, however, and its bonds do not all bend by the same amount. Bonds along the axis stay straight, while bonds that run partly around the circumference join orbitals pointing in different directions. The hoppings are then unequal, and the question is what this does to the band crossing.

Take one $p$ orbital per atom, pointing along the outward normal, with nearest-neighbour hopping, no overlap between orbitals and one electron per atom. All atoms are equivalent, so their common site energy is the zero of energy. Let $d$ be the bond length, $a=\sqrt3\,d$ the lattice constant and $D=2R$ the diameter. In a zigzag tube each atom of sublattice A has one axial neighbour on sublattice B, displaced by $+d$ along the axis, and two inclined neighbours, displaced by $-d/2$ along the axis and $\pm a/2$ around the circumference. Call the hopping magnitudes $t_1$ and $t_2$; the hoppings themselves are negative.

A Bloch state has axial wave number $k$ and integer angular momentum $m$. The circumference is $na$, so an arc $a/2$ contributes the phase $(2\pi m/na)(a/2)=\pi m/n$. The element connecting the sublattices is
\begin{align}
f&=-\left[t_1e^{ikd}+t_2e^{-ikd/2}\left(e^{i\pi m/n}+e^{-i\pi m/n}\right)\right]\nonumber\\
&=-e^{ikd}\left[t_1+2t_2\cos\frac{\pi m}{n}\,e^{-3ikd/2}\right].
\end{align}
The $2\times2$ Hamiltonian has zero diagonal and off-diagonal elements $f$ and $f^*$, so $E=\pm|f|$. One electron per atom fills the negative branch.

For $n=3q$ the value $m=2q$ is allowed, and $\cos(2\pi/3)=-1/2$. The factor 2 cancels, leaving
\begin{align}
E^2&=\left|t_1-t_2e^{-3ikd/2}\right|^2
=t_1^2+t_2^2-2t_1t_2\cos\frac{3kd}{2}\nonumber\\
&=(t_1-t_2)^2+4t_1t_2\sin^2\frac{3kd}{4},
\end{align}
where $\cos 2x=1-2\sin^2x$ was used. The minimum is at $k=0$, and the distance between the two branches there is
\begin{equation}
E_g=2|t_1-t_2| .
\label{gap}
\end{equation}
The state $m=-2q$ gives the same result. Equal hoppings restore the crossing, so within this model the inequality of the hoppings is the whole cause of the gap.

Equation (\ref{gap}) is the gap of the tube provided no other subband comes closer to zero. Near $\cos=-1/2$, an angle offset $\delta$ gives $|1+2\cos(2\pi/3+\delta)|\simeq\sqrt3\,|\delta|$. The neighbouring subbands have $|\delta|=\pi/n=a/D=\sqrt3\,d/D$, hence gaps near $6td/D$, with $t$ the flat-sheet hopping. These fall more slowly with diameter than the curvature gap found below. If $n$ is not a multiple of three, the smallest offset is $\pi/(3n)$ and the gap is about $2td/D$: such a tube is semiconducting even without curvature.

It remains to find the hoppings. Roll the sheet so that arc lengths and axial distances are preserved, with no later relaxation. Let $c$ be the fraction of a bond that runs around the circumference, so that its arc is $cd$ and its ends are separated by the angle $\theta=cd/R$. Axial bonds have $c=0$, and inclined zigzag bonds have $c=(a/2)/d=\sqrt3/2$. Place the two atoms at
\begin{equation}
\mathbf r_1=(R,0,0),\qquad \mathbf r_2=(R\cos\theta,\,R\sin\theta,\,\sqrt{1-c^2}\,d),
\end{equation}
with normals $\hat{\mathbf e}_1=(1,0,0)$ and $\hat{\mathbf e}_2=(\cos\theta,\sin\theta,0)$. For the bond vector $\mathbf b=\mathbf r_2-\mathbf r_1$ of length $\ell$,
\begin{align}
\hat{\mathbf e}_1\cdot\hat{\mathbf e}_2&=\cos\theta,\nonumber\\
\hat{\mathbf e}_1\cdot\mathbf b&=-R(1-\cos\theta),\qquad
\hat{\mathbf e}_2\cdot\mathbf b=R(1-\cos\theta),\nonumber\\
\ell^2&=2R^2(1-\cos\theta)+(1-c^2)d^2 .
\end{align}

Split each $p$ orbital into a part along the bond and a part perpendicular to it. The parallel parts couple through $V_{pp\sigma}$ and the perpendicular parts through $V_{pp\pi}$. With $\hat{\mathbf u}=\mathbf b/\ell$, the hopping at fixed bond length is
\begin{equation}
h=V_{pp\pi}\,\hat{\mathbf e}_1\cdot\hat{\mathbf e}_2
+(V_{pp\sigma}-V_{pp\pi})(\hat{\mathbf e}_1\cdot\hat{\mathbf u})(\hat{\mathbf e}_2\cdot\hat{\mathbf u}).
\end{equation}
Define $t=-V_{pp\pi}>0$ and $\rho=V_{pp\sigma}/t$, and let both integrals vary as $\ell^{-\beta}$. The product of projections is negative, so the magnitude $t(c)=-h$ becomes
\begin{equation}
t(c)=t\left[\cos\theta+(1+\rho)\frac{R^2(1-\cos\theta)^2}{\ell^2}\right]\left(\frac d\ell\right)^{\beta}.
\end{equation}

Now expand to order $\theta^2$, using $R^2\theta^2=c^2d^2$. The first term is $1-\theta^2/2$. In the second, $R^2(1-\cos\theta)^2/\ell^2\simeq R^2\theta^4/(4d^2)=c^2\theta^2/4$. For the length,
\begin{equation}
\ell^2\simeq R^2\left(\theta^2-\frac{\theta^4}{12}\right)+(1-c^2)d^2
=d^2\left(1-\frac{c^2\theta^2}{12}\right),
\end{equation}
so $(d/\ell)^\beta\simeq1+\beta c^2\theta^2/24$. Adding the corrections and inserting $\theta^2=4c^2d^2/D^2$ gives
\begin{equation}
\frac{t(c)}t=1+\left(\frac dD\right)^2\left[-2c^2+\left(1+\rho+\frac\beta6\right)c^4\right]+O(D^{-4}).
\label{hop}
\end{equation}
The negative term comes from the angle between the normals. The positive terms come from the admixture of head-on coupling and from the chord being shorter than the arc. No term in $1/D$ appears, because every ingredient is even in $\theta$.

For axial bonds $t_1=t$. Setting $c^2=3/4$ for inclined bonds and using (\ref{gap}),
\begin{equation}
E_g\simeq2t|\kappa|\left(\frac dD\right)^2,\qquad
\kappa=-\frac32+\frac9{16}\left(1+\rho+\frac\beta6\right).
\label{law}
\end{equation}
This is the inverse-square law. It requires $\kappa\neq0$; at $\rho=(10-\beta)/6$ the two tendencies cancel, and the leading gap vanishes.

In an armchair tube $(n,n)$ the lattice is turned by a right angle. One bond runs entirely around the circumference, $c=1$, with hopping $t_a$. The other two have $c=1/2$ and axial displacements $\pm a/2$. A mirror plane normal to the axis, passing through the circumferential bond, exchanges them, so they share one hopping $t_b$. For zero angular momentum there are no circumferential phases, and
\begin{equation}
f=-\left[t_a+t_b\left(e^{ika/2}+e^{-ika/2}\right)\right]=-\left[t_a+2t_b\cos\frac{ka}2\right].
\end{equation}
This is a real function of a continuous variable. If $t_a<2t_b$ it changes sign, and the bands $\pm f$ cross at
\begin{equation}
\cos\frac{ka}2=-\frac{t_a}{2t_b}.
\label{cross}
\end{equation}
At $t_a=2t_b$ they still touch; beyond that a gap opens in this subband. Equal hoppings satisfy the condition with a factor of two to spare, and a small curvature correction cannot exhaust it.

The contrast with the zigzag tube is now visible. If the circumferential wave number $p$ of the zigzag tube were continuous, its bands would cross at $k=0$ and $\cos(pa/2)=-t_1/(2t_2)$, an equation of the same form as (\ref{cross}). Unequal hoppings therefore move the crossing in both cases. In the zigzag tube it moves around the circumference, off the quantized value at which the cosine is $-1/2$. In the armchair tube it moves along the axis, where every wave number is allowed.

The role of the mirror can be seen by removing it. Let the inclined hoppings be $t_b$ and $t_c$, with $S=t_b+t_c$, $\Delta=t_b-t_c$ and $y=\cos(ka/2)$. Then
\begin{equation}
|f|^2=(t_a+Sy)^2+\Delta^2(1-y^2).
\end{equation}
Setting the derivative with respect to $y$ to zero gives $S(t_a+Sy)=\Delta^2y$. Since $S^2-\Delta^2=4t_bt_c$, the minimum is at $y=-St_a/(4t_bt_c)$, provided this lies between $-1$ and $1$. Substitution gives
\begin{align}
|f|^2_{\min}&=t_a^2+\Delta^2-\frac{S^2t_a^2}{4t_bt_c}
=\Delta^2\left(1-\frac{t_a^2}{4t_bt_c}\right),\nonumber\\
E_g&=2|t_b-t_c|\sqrt{1-\frac{t_a^2}{4t_bt_c}} .
\end{align}
A perturbation that distinguishes the inclined bonds, such as torsion, thus opens a gap where curvature alone does not.

For numbers, take rough typical carbon values: $d=0.142$ nm, $V_{pp\pi}=-2.7$ eV, $V_{pp\sigma}=6.4$ eV and $\beta=2$. Then $\rho=2.370$ and
\begin{equation}
\kappa=-1.5+0.5625\,(1+2.370+0.333)=0.583 .
\end{equation}
The $(12,0)$ tube has $D=0.940$ nm, so (\ref{law}) gives
\begin{equation}
E_g\simeq2(2.7\ \mathrm{eV})(0.583)\left(\frac{0.142}{0.940}\right)^2\simeq0.072\ \mathrm{eV}=72\ \mathrm{meV}.
\end{equation}
Diagonalizing the Hamiltonian built from atomic positions on the cylinder gives 71.6 meV, equal to $2(t_2-t_1)$ with $t_1=2.7000$ eV and $t_2=2.7358$ eV. The next subband gap is 2.3 eV, far larger. Doubling the diameter from $(24,0)$ to $(48,0)$ lowers the computed gap from 17.97 to 4.50 meV, a factor of 4.0. The coefficient is less secure than the power: $\kappa$ is a difference between 1.5 and 2.08, and raising $\rho$ by 10% raises it by 23%.

For the $(6,6)$ armchair tube, $t_a=2.840$ eV and $t_b=2.678$ eV, so $t_a/(2t_b)=0.530$ instead of 0.5. Reduced to the first Brillouin zone, the crossing moves from 8.52 to 8.23 nm$^{-1}$. The gap found by minimizing over $k$ is below $10^{-7}$ eV, which is numerical zero here. Changing the two inclined hoppings by $+1\%$ and $-1\%$ opens a gap of 91 meV.

One important omission is the mixing of radial orbitals with the $\sigma$ orbitals, formed from $s$ and the two tangential $p$ orbitals. In a flat sheet reflection forbids it. On a cylinder the projection of a normal on a bond is $|\hat{\mathbf e}_1\cdot\hat{\mathbf u}|\simeq c\theta/2$, so a radial orbital couples to a neighbouring $s$ orbital in proportion to $1/D$. Couplings to tangential orbitals also start at first order in $\theta$. Eliminating the $\sigma$ states, whose energies stay a finite distance away, produces a correction quadratic in these couplings. It is therefore of order $1/D^2$, the same order as (\ref{law}).

A calculation with all four orbitals, using $V_{ss\sigma}=-4.3$ eV, $V_{sp\sigma}=5.0$ eV and an $s$ level 7.3 eV below the $p$ level, gives 51.6 meV for $(12,0)$. From $(24,0)$ to $(48,0)$ its gap follows $D^{-1.997}$, so the power law survives. The modest change from 71.6 meV hides a reversal. Multiply the mixing by a factor $\lambda$; to second order the signed gap is $71.6\ \mathrm{meV}-\lambda^2M$. At $\lambda=1$ its magnitude must be 51.6 meV, which allows $M=20.0$ or $123.2$ meV. With the second value the gap closes at $\lambda=\sqrt{71.6/123.2}=0.76$; with the first it does not close below $\lambda=1$. Diagonalization finds closure at $\lambda=0.761$. Mixing has therefore reversed the sign of the effective $t_2-t_1$, and the radial model gives the mechanism and scaling but not a dependable coefficient.

The response to strain confirms this reversal. Under axial strain $\epsilon$ and Poisson ratio $\nu$, an axial bond lengthens by the fraction $\epsilon$. An inclined bond, with three quarters of its squared length around the circumference, lengthens by $\epsilon(1-3\nu)/4$. Since $\delta t_j/t=-\beta\,\delta\ell_j/\ell$, to leading order
\begin{equation}
\delta\left[2(t_2-t_1)\right]=2\beta t\epsilon\left[1-\frac{1-3\nu}4\right]=\frac32(1+\nu)\beta t\epsilon .
\end{equation}
For $\nu=0.2$ this is 97 meV per percent. At 0.2% tension the radial-model gap rises from 71.6 to 90.6 meV, while the four-orbital gap falls from 51.6 to 32.1 meV, as expected for opposite signs of $t_2-t_1$.

These gaps are small for a switch. Suppose the channel transmits perfectly outside the gap and not at all inside it, with the Fermi level at midgap. Let $F(E)=1/(1+e^{E/k_BT})$. Relative to a gapless tube, the low-bias conductance is the integral of $-dF/dE$ over $|E|>E_g/2$. The two sides contribute equally, so
\begin{equation}
\frac{G}{G_0}=2F\!\left(\frac{E_g}2\right)=\frac2{1+e^{E_g/2k_BT}} .
\end{equation}
At 300 K, $k_BT=25.9$ meV, and the ratio is 0.40 for the radial gap and 0.54 for the four-orbital gap. In this ballistic model the gate can therefore reduce the low-bias current only by a factor of about 2.5 for the radial gap and 1.9 for the four-orbital gap. Tunnelling weakens the switch further in short channels. At $E=0$, setting $t_1=t_2e^{-3ikd/2}$ with imaginary $k$ gives an amplitude decay constant $(2/3d)|\ln(t_2/t_1)|$, or a decay length of 16 nm in the radial model; the four-orbital model, with its smaller gap, gives 22 nm at midgap. The assumed zero transmission needs a channel much longer than this.

The diameter and hoppings used here are typical of carbon tubes about 1 nm wide, for which curvature gaps of some tens of meV are the expected scale. Transistors meant to switch off at room temperature use semiconducting tubes instead; the flat-sheet estimate $2td/D$ gives about 0.8 eV at the same diameter. Curvature shifts it by roughly 10% either way: the four-orbital gaps of $(11,0)$ and $(13,0)$ are 0.95 and 0.67 eV, against estimates of 0.89 and 0.75 eV. The gap is also sensitive to the assumption of an unstrained tube: 0.2% axial strain already moves the gap by about 19 meV, more than a third of the four-orbital value. Structural relaxation, orbital overlap, more distant neighbours and explicit electron interactions are absent from both calculations. The four-orbital gap is thus a measure of the neglected mixing, not an exact value: raising $\beta$ from 2 to 3, with all else unchanged, lowers it from 51.6 to 40.1 meV for the $(12,0)$ tube. The choice of two-centre integrals matters more: another plausible carbon set, $V_{pp\pi}=-2.77$, $V_{pp\sigma}=4.37$, $V_{ss\sigma}=-4.76$, $V_{sp\sigma}=4.33$ eV with the $s$ level 6.0 eV below the $p$ level and $\beta=2$, gives 17 meV in the radial model and 19 meV with four orbitals, again with opposite signs of the effective $t_2-t_1$. The gapless armchair result is likewise a statement about these independent-electron models. The numerical output below lists the gaps for the other diameters.

\section*{Computed results}
\begin{verbatim}
bond length d = 0.142 nm, lattice constant a = 0.2460 nm
V_pp_pi = -2.7 eV, V_pp_sigma = 6.4 eV
V_ss = -4.3 eV, V_sp = 5.0 eV, E_s-E_p = -7.3 eV
rho = 2.3704, beta = 2.0, Poisson ratio = 0.2
kappa = 0.5833; it vanishes at rho = 1.3333
gap constant 2 t |kappa| d^2 = 0.06352 eV nm^2
example tube (12,0): D = 0.9395 nm
bond angle theta = 0.2618 rad
t1 = 2.70000 eV, t2 = 2.73580 eV, t2-t1 = 0.03580 eV
radial-model gap = 0.07161 eV = 71.61 meV
next subband gap = 2.338 eV
zigzag tubes: n, D (nm), radial gap, leading law, 4-orbital gap (meV)
   9  0.7046  126.808  127.939  90.928
  12  0.9395  71.608  71.966  51.558
  18  1.4092  31.914  31.985  23.050
  24  1.8789  17.969  17.991  12.992
  48  3.7579  4.496  4.498  3.255
exponent of D, n=24 to 48, radial model: -1.9987
exponent of D, n=24 to 48, four-orbital model: -1.9971
(12,0) four-orbital / radial gap = 0.720
mixing fraction at which the gap closes = 0.7611
gap left at that mixing = 2.0e-09 eV
axial strain = 0.2 %
strained radial gap = 90.64 meV
strained four-orbital gap = 32.06 meV
strain slope, formula = 97.2 meV per %
strain slope, diagonalization = 95.2 meV per %
armchair (6,6): D = 0.8136 nm
t_a = 2.84029 eV, t_b = 2.67793 eV
crossing, flat sheet: k = 8.5155 1/nm
crossing, curved, formula: k = 8.2278 1/nm
crossing, curved, diagonalization: k = 8.2278 1/nm
crossing, four-orbital model: k = 8.3774 1/nm
armchair gap, radial model = 3.5e-08 eV
armchair gap, four-orbital model = 9.1e-08 eV
inclined bonds changed by +-1 %: gap = 90.81 meV
thermal energy at 300 K = 25.85 meV
radial gap / kT = 2.770
midgap conductance ratio, radial gap = 0.400
midgap conductance ratio, 4-orbital gap = 0.539
midgap amplitude decay length, radial model = 16.17 nm
\end{verbatim}
